# Acoustic scattering of heavy holes in germanium by longitudinal and transverse phonons: a program that tests the result

```python
"""Heavy-hole acoustic scattering from the Bir-Pikus strain Hamiltonian.

Result under test (orientation-averaged, momentum-weighted couplings):
  longitudinal  a^2/2 - a*B + 7*B^2/8 + 169*D^2/1400
  transverse    3*B^2/8 + 251*D^2/1400       (sum of both polarizations)
with B = (2b + 3d/sqrt(3))/5 and D = b - d/sqrt(3).
a, b, d: hydrostatic and shear deformation potentials in eV, electron-energy
signs, tensor strain. c: cosine of the scattering angle. Heavy holes have
J.k = +-3/2 in the spherical band. Material parameters are rough values for Ge.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.spatial.transform import Rotation
from scipy.stats import qmc

hbar, kB, qe, m0 = sc.hbar, sc.k, sc.e, sc.m_e
ROOT3 = np.sqrt(3.0)

# Rough typical parameters of germanium
a, b, d = 2.0, -2.3, -5.0                    # eV
mass_h, mass_l = 0.33, 0.043                # free-electron masses
density = 5320.0                          # kg/m^3
cubic = (129e9, 48e9, 67e9)               # C11, C12, C44 in Pa
luttinger = (13.4, 4.2, 5.7)
T = 77.0                                  # K
hole_density = 1e19                       # m^-3
permittivity = 16.0
optical_energy = 0.037                    # eV
optical_coupling = 9e10                   # eV/m
split_off = 0.29                          # eV

C_L = (3*cubic[0] + 2*cubic[1] + 4*cubic[2])/5
C_T = (cubic[0] - cubic[1] + 3*cubic[2])/5
isotropic = (C_L, C_L - 2*C_T, C_T)
v_L, v_T = np.sqrt(C_L/density), np.sqrt(C_T/density)

# Spin-3/2 matrices and the strain Hamiltonian
raising = np.diag([ROOT3, 2.0, ROOT3], 1)
J = np.array([(raising + raising.T)/2, (raising - raising.T)/2j,
              np.diag([1.5, 0.5, -0.5, -1.5])])
ONE = np.eye(4)


def strain_hamiltonian(eps, a, b, d):
    h = a*np.trace(eps, axis1=1, axis2=2)[:, None, None]*ONE + 0j
    for i in range(3):
        h = h - b*eps[:, i, i, None, None]*(J[i] @ J[i] - 1.25*ONE)
        for j in range(i):
            anti = J[i] @ J[j] + J[j] @ J[i]
            h = h - d/ROOT3*eps[:, i, j, None, None]*anti
    return h


def sym_tensor(u, v):
    return (u[:, :, None]*v[:, None, :] + v[:, :, None]*u[:, None, :])/2


def spin_states(khat, columns):
    return np.linalg.eigh(np.einsum('ni,iab->nab', khat, J))[1][:, :, columns]


def explicit_square(v_in, v_out, h):
    """Sum over final, mean over initial doublet states of |matrix element|^2."""
    amplitude = np.conj(np.swapaxes(v_out, 1, 2)) @ h @ v_in
    return 0.5*np.sum(np.abs(amplitude)**2, axis=(1, 2))


def dot(u, v):
    return np.sum(u*v, axis=1)


def unit(u):
    return u/np.linalg.norm(u, axis=1)[:, None]


def quadrupole(u, v):
    """Five components of the traceless symmetric product of u and v."""
    return np.stack([(3*u[:, 2]*v[:, 2] - dot(u, v))/2,
                     ROOT3/2*(u[:, 0]*v[:, 0] - u[:, 1]*v[:, 1]),
                     ROOT3/2*(u[:, 0]*v[:, 1] + u[:, 1]*v[:, 0]),
                     ROOT3/2*(u[:, 1]*v[:, 2] + u[:, 2]*v[:, 1]),
                     ROOT3/2*(u[:, 2]*v[:, 0] + u[:, 0]*v[:, 2])], axis=1)


def clifford_square(q, e, n_in, n_out, pot, final=1):
    """Trace formula; final = +1 for heavy, -1 for light final states."""
    A = pot[0]*dot(q, e)
    shear = pot[2]/ROOT3
    s = -np.array([pot[1], pot[1], shear, shear, shear])*quadrupole(q, e)
    nn, s1, s2 = dot(n_in, n_out), dot(s, n_in), dot(s, n_out)
    return 0.5*(A**2*(1 + final*nn) + dot(s, s)*(1 - final*nn)
                + 2*A*(s1 + final*s2) + 2*final*s1*s2)


def combine(b, d):
    return (2*b + ROOT3*d)/5, b - d/ROOT3


def angular_functions(c, a, b, d):
    """Longitudinal, in-plane transverse, out-of-plane transverse."""
    B, D = combine(b, d)
    long = (a*a*(1 + 3*c*c)/4 - a*B*(1 - 3*c)/2 + B*B*(13 - 6*c - 3*c*c)/16
            + D*D*(0.18*(1 - c*c) + 0.3*(81*c*c - 14*c - 31)/280))
    inside = D*D*(0.135*(1 - c*c) + 0.3*(71*c*c - 31)/280)
    outside = (9*B*B*(1 - c*c)/16
               + D*D*(0.135*(1 - c*c) + 0.3*(4*c*c - c - 1)/28))
    return np.array([long, inside, outside])


def momentum_couplings(a, b, d):
    B, D = combine(b, d)
    return (a*a/2 - a*B + 7*B*B/8 + 169*D*D/1400,
            3*B*B/8 + 251*D*D/1400)


# Test: strain splittings that define b and d
level_001 = np.linalg.eigvalsh(strain_hamiltonian(
    np.diag([-0.5, -0.5, 1.0])[None]*0.01, a, b, d))[0]
assert np.isclose(level_001[-1] - level_001[0], 2*abs(b)*0.015)
level_111 = np.linalg.eigvalsh(strain_hamiltonian(
    (np.ones((3, 3)) - np.eye(3))[None]*0.01, a, b, d))[0]
assert np.isclose(level_111[-1] - level_111[0], 2*ROOT3*abs(d)*0.01)

# Test: trace formula against explicit eigenvectors, heavy and light finals
rng = np.random.default_rng(4)
r_in, r_out, r_q, r_e = [unit(rng.normal(size=(40, 3))) for _ in range(4)]
h_random = strain_hamiltonian(sym_tensor(r_q, r_e), a, b, d)
for final, columns in ((1, [0, 3]), (-1, [1, 2])):
    brute = explicit_square(spin_states(r_in, [0, 3]),
                            spin_states(r_out, columns), h_random)
    trace = clifford_square(r_q, r_e, quadrupole(r_in, r_in),
                            quadrupole(r_out, r_out), (a, b, d), final)
    assert np.allclose(brute, trace, atol=1e-10)

# Test: angular functions and integrals by exact quadrature over rotations
beta_x, beta_w = np.polynomial.legendre.leggauss(6)
turn = 2*np.pi*np.arange(10)/10
g1, g2, g3 = np.meshgrid(turn, np.arccos(beta_x), turn, indexing='ij')
R = Rotation.from_euler('ZYZ', np.stack(
    [g1.ravel(), g2.ravel(), g3.ravel()], axis=1)).as_matrix()
rot_w = np.broadcast_to(beta_w[None, :, None]/200, g1.shape).ravel()
c_nodes, c_weights = np.polynomial.legendre.leggauss(6)
cases = [(b, d), (b, 0.0), (0.0, d), (b, ROOT3*b), (0.0, 0.0)]
integrals = np.zeros((len(cases), 2))
largest_error = 0.0
for c, weight in zip(c_nodes, c_weights/2):
    sh, ch = np.sqrt((1 - c)/2), np.sqrt((1 + c)/2)
    start, end = R @ np.array([-sh, ch, 0]), R @ np.array([sh, ch, 0])
    v_in, v_out = spin_states(start, [0, 3]), spin_states(end, [0, 3])
    for n, (bb, dd) in enumerate(cases):
        found = np.array([rot_w @ explicit_square(
            v_in, v_out, strain_hamiltonian(
                sym_tensor(R[:, :, 0], R[:, :, mode]), a, bb, dd))
            for mode in range(3)])
        error = np.max(np.abs(found - angular_functions(c, a, bb, dd)))
        largest_error = max(largest_error, error)
        integrals[n] += weight*(1 - c)*np.array([found[0], found[1] + found[2]])
assert largest_error < 1e-10
for n, (bb, dd) in enumerate(cases):
    assert np.allclose(integrals[n], momentum_couplings(a, bb, dd), atol=1e-10)
assert np.all(integrals[:4, 1] > 0.1) and abs(integrals[4, 1]) < 1e-12


# Rates: Lambda is the sum of coupling/modulus in eV^2/Pa
def rate(energy, temp, mass, Lambda):
    return (kB*temp*(2*mass*m0)**1.5*np.sqrt(energy)*Lambda*qe**2
            / (2*np.pi*hbar**4))


def mobility(temp, mass, Lambda):
    return (2*np.sqrt(2*np.pi)*qe*hbar**4
            / (3*(mass*m0)**2.5*(kB*temp)**1.5*Lambda*qe**2))


X_L, X_T = momentum_couplings(a, b, d)
part_L, part_T = X_L/C_L, X_T/C_T
Lambda = part_L + part_T
E = kB*T
rate_L, rate_T = rate(E, T, mass_h, part_L), rate(E, T, mass_h, part_T)
total = rate_L + rate_T
mu, mu_L = mobility(T, mass_h, Lambda), mobility(T, mass_h, part_L)

# Test: closed mobility against numerical Boltzmann average
top = quad(lambda x: x**1.5*np.exp(-x)/rate(x*E, T, mass_h, Lambda), 0, 60)[0]
bottom = quad(lambda x: x**1.5*np.exp(-x), 0, 60)[0]
assert np.isclose(qe/(mass_h*m0)*top/bottom, mu, rtol=1e-6)

# Phonon-wavevector integral with true occupations and inelastic kinematics
B, D = combine(b, d)
round_pot = (a, B, ROOT3*B)
k_th = np.sqrt(2*mass_h*m0*E)/hbar


def inelastic_rate(speed_scale):
    """Momentum-loss rate at energy kT; the elastic moduli are held fixed."""
    x, w = np.polynomial.legendre.leggauss(80)
    answer = 0.0
    for modulus, speed, transverse in ((C_L, v_L, False), (C_T, v_T, True)):
        v = speed*speed_scale
        rho = modulus/v**2
        slow = mass_h*m0*v/(hbar*k_th)
        for sign in (1, -1):
            q_max = 2*k_th*(1 + sign*slow)
            q, wq = q_max*(x + 1)/2, w*q_max/2
            cosine = sign*slow - q/(2*k_th)
            sine, zero = np.sqrt(1 - cosine**2), np.zeros_like(q)
            Q = np.stack([sine, zero, cosine], axis=1)
            start = np.tile([0.0, 0.0, 1.0], (len(q), 1))
            end = start + (q/k_th)[:, None]*Q
            normal = np.tile([0.0, 1.0, 0.0], (len(q), 1))
            modes = [np.cross(normal, Q), normal] if transverse else [Q]
            n1, n2 = quadrupole(start, start), quadrupole(unit(end), unit(end))
            S = sum(clifford_square(Q, e, n1, n2, round_pot) for e in modes)
            occupation = 1/np.expm1(hbar*v*q/(kB*T)) + (sign == -1)
            kernel = (q**2*hbar*q/(2*rho*v)*mass_h*m0/(hbar**2*k_th*q)
                      * occupation*S*qe**2*(1 - end[:, 2]))
            answer += 2*np.pi/hbar/(4*np.pi**2)*np.sum(wq*kernel)
    return answer


round_L, round_T = momentum_couplings(*round_pot)
elastic_round = rate(E, T, mass_h, round_L/C_L + round_T/C_T)
assert np.isclose(inelastic_rate(1e-3), elastic_round, rtol=1e-3)
inelastic_ratio = inelastic_rate(1.0)/elastic_round

# Warped band and anisotropic elasticity by quasi-random sampling
u = qmc.Sobol(4, seed=7).random_base2(16)


def sphere(z, phi):
    z = 2*z - 1
    r = np.sqrt(1 - z*z)
    return np.stack([r*np.cos(2*np.pi*phi), r*np.sin(2*np.pi*phi), z], axis=1)


dir_in, dir_out = sphere(u[:, 0], u[:, 1]), sphere(u[:, 2], u[:, 3])


def mode_couplings(k1, k2, n1, n2, stiffness, final=1):
    """Coupling/modulus for quasi-longitudinal and quasi-transverse modes."""
    c11, c12, c44 = stiffness
    q = unit(k2 - k1)
    G = (c12 + c44)*q[:, :, None]*q[:, None, :]
    for i in range(3):
        G[:, i, i] = c44 + (c11 - c44)*q[:, i]**2
    modulus, polar = np.linalg.eigh(G)
    part = [clifford_square(q, polar[:, :, m], n1, n2, (a, b, d), final)
            / modulus[:, m] for m in range(3)]
    return part[2], part[0] + part[1]


def heavy_band(k, gamma):
    """Energy (unit hbar^2/2m0), its gradient and the doublet's unit vector."""
    y1, y2, y3 = gamma
    k2 = dot(k, k)
    p = k[:, 0]**2*k[:, 1]**2 + k[:, 1]**2*k[:, 2]**2 + k[:, 2]**2*k[:, 0]**2
    root = np.sqrt(y2**2*k2**2 + 3*(y3**2 - y2**2)*p)
    slope = (4*y2**2*k2[:, None]*k
             + 6*(y3**2 - y2**2)*k*(k2[:, None] - k**2))/(2*root[:, None])
    n = unit(quadrupole(k, k)*np.array([y2, y2, y3, y3, y3]))
    return y1*k2 - 2*root, 2*y1*k - 2*slope, n


def velocity_relaxation(gamma, stiffness):
    e1, e2 = heavy_band(dir_in, gamma)[0], heavy_band(dir_out, gamma)[0]
    k1, k2 = dir_in/np.sqrt(e1)[:, None], dir_out/np.sqrt(e2)[:, None]
    _, v1, n1 = heavy_band(k1, gamma)
    _, v2, n2 = heavy_band(k2, gamma)
    w1, w2 = e1**-1.5, e2**-1.5
    loss = w1*w2*dot(v1 - v2, v1 - v2)/2
    norm = np.mean(w1*dot(v1, v1))
    parts = mode_couplings(k1, k2, n1, n2, stiffness)
    return [np.mean(loss*p)/norm for p in parts], np.mean(w1)**(2/3)


# Test: warped energies and states against the explicit 4x4 Hamiltonian
g_1, g_2, g_3 = luttinger
bands = [np.linalg.eigh(strain_hamiltonian(
    sym_tensor(k, k), g_1, 2*g_2, 2*ROOT3*g_3)) for k in (r_in, r_out)]
assert np.allclose(bands[0][0][:, 0], heavy_band(r_in, luttinger)[0])
brute = explicit_square(bands[0][1][:, :, :2], bands[1][1][:, :, :2], h_random)
trace = clifford_square(r_q, r_e, heavy_band(r_in, luttinger)[2],
                        heavy_band(r_out, luttinger)[2], (a, b, d))
assert np.allclose(brute, trace, atol=1e-9)
nudge = 1e-5
for i in range(3):
    shift = nudge*np.eye(3)[i]
    slope = (heavy_band(r_in + shift, luttinger)[0]
             - heavy_band(r_in - shift, luttinger)[0])/(2*nudge)
    assert np.allclose(slope, heavy_band(r_in, luttinger)[1][:, i], atol=1e-6)

# Test: sampled relaxation in the spherical limit against the closed rates
round_gamma = (1/mass_h + 10, 5.0, 5.0)
sampled, _ = velocity_relaxation(round_gamma, isotropic)
# 1 percent allows for the sampling error of 65536 points
assert np.isclose(rate(E, T, 1.0, sampled[0]), rate_L, rtol=0.01)
assert np.isclose(rate(E, T, 1.0, sampled[1]), rate_T, rtol=0.01)
elastic_parts, _ = velocity_relaxation(round_gamma, cubic)
warped_parts, dos_mass = velocity_relaxation(luttinger, cubic)

# Other neglected effects, sized for the same numbers
n_in, n_out = quadrupole(dir_in, dir_in), quadrupole(dir_out, dir_out)
to_heavy = np.mean(sum(mode_couplings(dir_in, dir_out, n_in, n_out, isotropic)))
to_light = np.mean(sum(mode_couplings(
    dir_in, dir_out*np.sqrt(mass_l/mass_h), n_in, n_out, isotropic, -1)))
light_ratio = (mass_l/mass_h)**1.5*to_light/to_heavy


def optical_ratio(temp):
    quantum, energy = optical_energy*qe, kB*temp
    number = 1/np.expm1(quantum/energy)
    final = number*np.sqrt(energy + quantum)
    if energy > quantum:
        final += (number + 1)*np.sqrt(energy - quantum)
    optical = ((optical_coupling*qe)**2*(mass_h*m0)**1.5*final
               / (np.sqrt(2)*np.pi*hbar**3*density*quantum/hbar))
    return optical/rate(energy, temp, mass_h, Lambda)


eps_s = permittivity*sc.epsilon_0
screen2 = eps_s*kB*T/(qe**2*hole_density)
g = 8*mass_h*m0*E*screen2/hbar**2
impurity = (hole_density*qe**4*(np.log1p(g) - g/(1 + g))
            / (16*np.sqrt(2)*np.pi*eps_s**2*np.sqrt(mass_h*m0)*E**1.5))
N_v = 2*(mass_h*m0*kB*T/(2*np.pi*hbar**2))**1.5


def share(parts):
    return 100*parts[1]/(parts[0] + parts[1])


print("INPUTS (rough values for germanium)")
print(f"a, b, d = {a:.1f}, {b:.1f}, {d:.1f} eV")
print(f"heavy, light mass = {mass_h:.3f}, {mass_l:.3f} m0")
print(f"density = {density/1000:.2f} g/cm3; T = {T:.0f} K")
print("C11, C12, C44 = %.0f, %.0f, %.0f GPa" % tuple(x/1e9 for x in cubic))
print("Luttinger parameters = %.1f, %.1f, %.1f" % luttinger)
print(f"hole and impurity density = {hole_density/1e6:.1e} cm^-3")
print(f"relative permittivity = {permittivity:.0f}")
print(f"optical phonon energy = {optical_energy*1000:.0f} meV")
print(f"optical coupling = {optical_coupling/100:.1e} eV/cm")
print(f"split-off energy = {split_off*1000:.0f} meV")
print("COUPLINGS")
print(f"d/sqrt(3) = {d/ROOT3:.3f} eV; B = {B:.3f} eV; Delta = {D:.3f} eV")
print(f"averaged moduli C_L, C_T = {C_L/1e9:.1f}, {C_T/1e9:.1f} GPa")
print(f"sound speeds v_L, v_T = {v_L/1000:.2f}, {v_T/1000:.2f} km/s")
for angle in (60, 90, 180):
    f = angular_functions(np.cos(np.radians(angle)), a, b, d)
    print(f"S at {angle} deg: L {f[0]:.3f}, T in-plane {f[1]:.4f}, "
          f"T normal {f[2]:.4f} eV^2")
print(f"largest angular-function error = {largest_error:.1e} eV^2")
print(f"Xi_L^2 = {X_L:.3f} eV^2; Xi_T^2 = {X_T:.3f} eV^2")
print(f"Xi_T^2 with d=0: {momentum_couplings(a, b, 0)[1]:.3f} eV^2")
print(f"Xi_T^2 with b=0: {momentum_couplings(a, 0, d)[1]:.3f} eV^2")
print(f"Xi_L^2/C_L = {part_L*1e9:.4f} eV^2/GPa")
print(f"Xi_T^2/C_T = {part_T*1e9:.4f} eV^2/GPa")
print("RATES AND MOBILITY")
print(f"kT = {E/qe*1000:.2f} meV")
print(f"longitudinal rate at E=kT = {rate_L/1e9:.1f} ns^-1")
print(f"transverse rate at E=kT = {rate_T/1e9:.1f} ns^-1")
print(f"total rate = {total/1e9:.1f} ns^-1; time = {1e12/total:.2f} ps")
print(f"transverse share = {share((part_L, part_T)):.1f} %")
print(f"heavy-hole acoustic mobility = {mu*1e4:.0f} cm2/Vs")
print(f"mobility without transverse modes = {mu_L*1e4:.0f} cm2/Vs")
for trial in (-2.0, 0.0, 4.0):
    x, y = momentum_couplings(trial, b, d)
    print(f"transverse share for a={trial:.0f} eV: "
          f"{share((x/C_L, y/C_T)):.1f} %")
print("NEGLECTED EFFECTS (at E=kT, 77 K unless stated)")
print(f"cubic elasticity, round band: rate "
      f"{rate(E, T, 1, sum(elastic_parts))/1e9:.1f} ns^-1, "
      f"T share {share(elastic_parts):.1f} %")
print(f"cubic elasticity, warped band: rate "
      f"{rate(E, T, 1, sum(warped_parts))/1e9:.1f} ns^-1, "
      f"T share {share(warped_parts):.1f} %")
print(f"warped-band density-of-states mass = {dos_mass:.3f} m0")
print(f"inelastic/elastic momentum-loss rate = {inelastic_ratio:.4f}")
print(f"largest L phonon energy/kT = {2*hbar*v_L*k_th/E:.3f}")
print(f"heavy-to-light/heavy-to-heavy out-rate = {light_ratio:.3f}")
print(f"optical/acoustic rate at 77 K = {optical_ratio(T):.3f}")
print(f"optical/acoustic rate at 300 K = {optical_ratio(300.0):.2f}")
print(f"impurity/acoustic rate = {impurity/total:.3f}")
print(f"hole density/band density N_v = {hole_density/N_v:.1e}")
print(f"kT/split-off energy = {E/(split_off*qe):.3f}")
print(f"field where drift speed equals v_L = {v_L/mu/100:.1f} V/cm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough values for germanium)
a, b, d = 2.0, -2.3, -5.0 eV
heavy, light mass = 0.330, 0.043 m0
density = 5.32 g/cm3; T = 77 K
C11, C12, C44 = 129, 48, 67 GPa
Luttinger parameters = 13.4, 4.2, 5.7
hole and impurity density = 1.0e+13 cm^-3
relative permittivity = 16
optical phonon energy = 37 meV
optical coupling = 9.0e+08 eV/cm
split-off energy = 290 meV
COUPLINGS
d/sqrt(3) = -2.887 eV; B = -2.652 eV; Delta = 0.587 eV
averaged moduli C_L, C_T = 150.2, 56.4 GPa
sound speeds v_L, v_T = 5.31, 3.26 km/s
S at 60 deg: L 4.530, T in-plane 0.0300, T normal 3.0002 eV^2
S at 90 deg: L 9.417, T in-plane 0.0350, T normal 3.9991 eV^2
S at 180 deg: L 21.665, T in-plane 0.0148, T normal 0.0148 eV^2
largest angular-function error = 5.3e-15 eV^2
Xi_L^2 = 13.500 eV^2; Xi_T^2 = 2.699 eV^2
Xi_T^2 with d=0: 1.266 eV^2
Xi_T^2 with b=0: 2.619 eV^2
Xi_L^2/C_L = 0.0899 eV^2/GPa
Xi_T^2/C_T = 0.0479 eV^2/GPa
RATES AND MOBILITY
kT = 6.64 meV
longitudinal rate at E=kT = 48.0 ns^-1
transverse rate at E=kT = 25.5 ns^-1
total rate = 73.5 ns^-1; time = 13.60 ps
transverse share = 34.7 %
heavy-hole acoustic mobility = 54534 cm2/Vs
mobility without transverse modes = 83573 cm2/Vs
transverse share for a=-2 eV: 71.3 %
transverse share for a=0 eV: 53.7 %
transverse share for a=4 eV: 22.5 %
NEGLECTED EFFECTS (at E=kT, 77 K unless stated)
cubic elasticity, round band: rate 73.4 ns^-1, T share 35.2 %
cubic elasticity, warped band: rate 75.6 ns^-1, T share 38.3 %
warped-band density-of-states mass = 0.343 m0
inelastic/elastic momentum-loss rate = 0.9893
largest L phonon energy/kT = 0.253
heavy-to-light/heavy-to-heavy out-rate = 0.069
optical/acoustic rate at 77 K = 0.095
optical/acoustic rate at 300 K = 1.23
impurity/acoustic rate = 0.036
hole density/band density N_v = 1.6e-05
kT/split-off energy = 0.023
field where drift speed equals v_L = 9.7 V/cm
ALL CHECKS PASSED
```
